# Pulay pressure from the kinetic tail of PAW partial waves: test program

```python
"""Result under test: the Pulay pressure of a plane-wave calculation is
    p(fixed plane-wave set) - p(fixed cutoff) = (2/(3V)) dE/d ln(Ecut),
and dE/d ln(Ecut) can be estimated from PAW pseudo partial waves phi(q) by
    - sum_i f_i qc^5 |phi_i(qc)|^2 / 4      (atomic units, Ecut = qc^2/2).
V: cell volume, E: energy per cell, f_i: occupations, qc: cutoff wavevector.
Part 1 tests the identity on a crystal of Gaussian wells. Part 2 builds an
oxygen LDA atom and a simple PAW dataset, and compares kinetic tails with
eigenvalues of the PAW problem in a truncated momentum basis.
Internal units are Hartree atomic units."""
from itertools import combinations_with_replacement, permutations
import numpy as np
from scipy.constants import physical_constants, e as charge
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import eval_genlaguerre, gammaln, spherical_jn
from pyscf.dft import libxc

EV = physical_constants["Hartree energy in eV"][0]
ANG = physical_constants["Bohr radius"][0] * 1e10
GPA = EV * charge / (ANG * 1e-10) ** 3 / 1e9

# ---------- Part 1: crystal of Gaussian wells, two electrons per cell ----------
well_depth, well_width = 200 / EV, 0.26 / ANG
lattice, crystal_cut, high_cut = 2.1 / ANG, 220 / EV, 800 / EV
mesh = 12


def crystal(a, ecut):
    """Energy, analytic fixed-basis pressure and mean number of plane waves."""
    volume, unit = a ** 3, 2 * np.pi / a
    m = int(np.sqrt(2 * ecut) / unit) + 2
    axis = np.arange(-m, m + 1)
    integers = np.array(np.meshgrid(axis, axis, axis)).reshape(3, -1).T
    energy = pressure = count = total = 0.0
    strength = -well_depth * (2 * np.pi * well_width ** 2) ** 1.5 / volume
    for k in combinations_with_replacement(np.arange(1, mesh, 2) / (2 * mesh), 3):
        weight = len(set(permutations(k)))
        kinetic = 0.5 * unit ** 2 * ((integers + np.array(k)) ** 2).sum(1)
        keep = kinetic < ecut
        g, kin = integers[keep].astype(float), kinetic[keep]
        norm2 = (g ** 2).sum(1)
        g2 = unit ** 2 * (norm2[:, None] + norm2[None, :] - 2 * g @ g.T)
        pot = strength * np.exp(-0.5 * g2 * well_width ** 2)
        val, vec = eigh(pot + np.diag(kin), subset_by_index=[0, 0])
        c = vec[:, 0]
        virial = 2 / 3 * c @ (kin * c)
        virial += c @ ((pot * (1 - well_width ** 2 * g2 / 3)) @ c)
        energy += weight * 2 * val[0]
        pressure += weight * 2 * virial / volume
        count += weight * len(kin)
        total += weight
    return energy / total, pressure / total, count / total


step = 0.1
cell = lattice ** 3
_, p_fixed_set, n_waves = crystal(lattice, crystal_cut)
e_big = crystal(lattice * np.exp(step / 3), crystal_cut)[0]
e_small = crystal(lattice * np.exp(-step / 3), crystal_cut)[0]
p_fixed_cut = -(e_big - e_small) / (cell * (np.exp(step) - np.exp(-step)))
e_up = crystal(lattice, crystal_cut * np.exp(step))[0]
e_down = crystal(lattice, crystal_cut * np.exp(-step))[0]
crystal_slope = (e_up - e_down) / (2 * step)
p_identity = 2 / (3 * cell) * crystal_slope
_, p_converged, n_high = crystal(lattice, high_cut)
# tolerance: finite differences over a stepwise changing plane-wave number
assert crystal_slope < 0
assert abs(p_fixed_set - p_fixed_cut - p_identity) < 0.08 * abs(p_identity)
assert abs(p_fixed_cut - p_converged) < 0.3 * abs(p_fixed_set - p_converged)

# ---------- Part 2a: oxygen atom, LDA, orthonormal Laguerre basis ----------
Z, n_basis, scale, r_match = 8, 40, 7.0, 1.5


def gauss(lo, hi, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


segments = [gauss(0, r_match, 80), gauss(r_match, 8, 180), gauss(8, 32, 420)]
r = np.concatenate([s[0] for s in segments])
w = np.concatenate([s[1] for s in segments])
inside = r < r_match


def basis(l, x):
    """Radial functions u(x) and their derivatives, one row per function."""
    n = np.arange(n_basis)[:, None]
    log_norm = 0.5 * ((2 * l + 3) * np.log(scale)
                      + gammaln(n + 1) - gammaln(n + 2 * l + 3))
    front = np.exp(log_norm - scale * x / 2) * x ** (l + 1)
    b = front * eval_genlaguerre(n, 2.0 * l + 2, scale * x)
    lower = eval_genlaguerre(np.maximum(n - 1, 0), 2.0 * l + 3, scale * x)
    db = b * ((l + 1) / x - scale / 2) - front * scale * np.where(n > 0, lower, 0)
    return b, db


tables = [basis(l, r) for l in (0, 1)]
kin_mats = [0.5 * (db * w) @ db.T + 0.5 * l * (l + 1) * (b * w / r ** 2) @ b.T
            for l, (b, db) in enumerate(tables)]


def orbitals(v):
    out = []
    for l in (0, 1):
        b = tables[l][0]
        out.append(eigh(kin_mats[l] + (b * (w * v)) @ b.T))
    return out


hydrogenic = orbitals(-Z / r)
assert np.allclose(hydrogenic[0][0][:2], [-Z ** 2 / 2, -Z ** 2 / 8], atol=1e-5)
assert abs(hydrogenic[1][0][0] + Z ** 2 / 8) < 1e-5


def radial_density(sol, b0, b1):
    s, p = sol[0][1], sol[1][1]
    return 2 * (s[:, 0] @ b0) ** 2 + 2 * (s[:, 1] @ b0) ** 2 + 4 * (p[:, 0] @ b1) ** 2


def atom_potential(sol, x, b0, b1):
    decay = 3.0
    source = radial_density(sol, tables[0][0], tables[1][0]) / r
    source = source - Z * decay ** 2 * np.exp(-decay * r)
    coef = np.linalg.solve(2 * kin_mats[0], tables[0][0] @ (w * source))
    hartree = (Z * (1 - np.exp(-decay * x)) + coef @ b0) / x
    rho = radial_density(sol, b0, b1) / (4 * np.pi * x ** 2)
    vxc = libxc.eval_xc("LDA_X,LDA_C_PW", rho)[1][0]
    return -Z / x + hartree + vxc


v = -(1 + 7 * np.exp(-r)) / r
for cycle in range(400):
    solution = orbitals(v)
    v_new = atom_potential(solution, r, tables[0][0], tables[1][0])
    change = np.max(np.abs(r * (v_new - v)))
    if change < 1e-9:
        break
    v = v + 0.4 * (v_new - v)
assert change < 1e-9

# ---------- Part 2b: PAW dataset with one partial wave per channel ----------
dr = 1e-4
near = np.array([r_match - dr, r_match, r_match + dr])
v_near = atom_potential(solution, near, basis(0, near)[0], basis(1, near)[0])
v_c, dv_c = v_near[1], (v_near[2] - v_near[0]) / (2 * dr)
x2 = (r / r_match) ** 2
v_local = np.where(inside, (2 * v_c - dv_c * r_match / 2) * x2
                   + (dv_c * r_match / 2 - v_c) * x2 ** 2, v)


def make_channel(l, index, occupation):
    eps, coef = solution[l][0][index], solution[l][1][:, index]
    b_c, db_c = basis(l, np.array([r_match]))
    u_c, du_c = (coef @ b_c)[0], (coef @ db_c)[0]
    u_ae = coef @ tables[l][0]

    def mismatch(q):
        z = q * r_match
        j, dj = spherical_jn(l, z), spherical_jn(l, z, derivative=True)
        return j + z * dj - du_c / u_c * r_match * j

    scan = np.linspace(0.05, 10, 400)
    f = mismatch(scan)
    roots = [brentq(mismatch, scan[i], scan[i + 1])
             for i in range(len(scan) - 1) if f[i] * f[i + 1] < 0][:2]
    q = np.array(roots)
    edge = r_match * spherical_jn(l, q * r_match)
    a = np.linalg.solve(np.array([edge, q ** 2 * edge]),
                        np.array([u_c, 2 * (eps - v_c) * u_c]))
    waves = r * spherical_jn(l, np.outer(q, r))
    u = np.where(inside, a @ waves, u_ae)
    kinetic_u = np.where(inside, (a * q ** 2 / 2) @ waves, (eps - v) * u_ae)
    chi = np.where(inside, eps * u - kinetic_u - v_local * u, 0)
    coupling = np.sum(w * u * chi)
    defect = np.sum((w * (u_ae ** 2 - u ** 2))[inside])
    return dict(l=l, f=occupation, eps=eps, u=u, ku=kinetic_u, q=q,
                p=chi / coupling, defect=defect, coupling=coupling,
                D=coupling + eps * defect)


channels = [make_channel(0, 1, 2), make_channel(1, 0, 4)]


def amplitude(ch, q):
    return np.sqrt(2 / np.pi) * spherical_jn(ch["l"], np.outer(q, r)) @ (w * r * ch["u"])


def tail(ch, ecut):
    """Kinetic energy above the cutoff: real-space total minus kept part."""
    q, wq = gauss(0, np.sqrt(2 * ecut), 120)
    return np.sum(w * ch["u"] * ch["ku"]) - np.sum(wq * q ** 4 / 2 * amplitude(ch, q) ** 2)


def tail_slope(ch, ecut):
    qc = np.sqrt(2 * ecut)
    return -qc ** 5 * amplitude(ch, np.array([qc]))[0] ** 2 / 4


def direct_error(ch, ecut):
    """PAW eigenvalue in the truncated momentum basis minus atomic eigenvalue."""
    q, wq = gauss(0, np.sqrt(2 * ecut), 120)
    rows = (np.sqrt(2 / np.pi * wq) * q)[:, None] * spherical_jn(ch["l"], np.outer(q, r))
    proj = rows @ (w * r * ch["p"])
    ham = np.diag(q ** 2 / 2) + (rows * (w * r ** 2 * v_local)) @ rows.T
    ham += ch["D"] * np.outer(proj, proj)
    overlap = np.eye(len(q)) + ch["defect"] * np.outer(proj, proj)
    return eigh(ham, overlap, eigvals_only=True, subset_by_index=[0, 0])[0] - ch["eps"]


def total(function, ecut):
    return sum(ch["f"] * function(ch, ecut) for ch in channels)


for ch in channels:
    assert abs(direct_error(ch, 15.0 ** 2 / 2)) < 3e-4
cutoffs = [300, 400, 500, 600]
table = []
for cut in cutoffs:
    ec, h = cut / EV, 0.02
    t, d = total(tail, ec), total(direct_error, ec)
    s = total(tail_slope, ec)
    s_numeric = (total(tail, ec * np.exp(h)) - total(tail, ec * np.exp(-h))) / (2 * h)
    s_direct = (total(direct_error, ec * np.exp(h))
                - total(direct_error, ec * np.exp(-h))) / (2 * h)
    # tolerance: central difference of a curved function
    assert abs(s - s_numeric) < 0.02 * abs(s) + 1e-5
    # tolerance: potential energy and relaxation are neglected in the tail
    assert 0.7 < d / t < 1.3
    table.append((cut, t, d, s, s_direct))

main_cut = 400 / EV
low, high = main_cut / np.sqrt(2), main_cut * np.sqrt(2)
mean_tail = (total(tail, high) - total(tail, low)) / np.log(2)
mean_direct = (total(direct_error, high) - total(direct_error, low)) / np.log(2)
assert mean_tail < 0 and abs(mean_tail / mean_direct - 1) < 0.25
atom_volume = 20 / ANG ** 3
to_pressure = 2 / (3 * atom_volume) * GPA

print("CRYSTAL OF GAUSSIAN WELLS")
print(f"well depth {well_depth*EV:.0f} eV, width {well_width*ANG:.2f} A")
print(f"lattice constant {lattice*ANG:.2f} A, k mesh {mesh}^3")
print(f"cutoff {crystal_cut*EV:.0f} eV, mean plane waves {n_waves:.1f}")
print(f"high cutoff {high_cut*EV:.0f} eV, mean plane waves {n_high:.1f}")
print(f"dE/dln(Ecut) = {crystal_slope*EV:.4f} eV")
print(f"pressure, fixed plane-wave set = {p_fixed_set*GPA:.3f} GPa")
print(f"pressure, fixed cutoff = {p_fixed_cut*GPA:.3f} GPa")
print(f"pressure, high cutoff = {p_converged*GPA:.3f} GPa")
print(f"difference set - cutoff = {(p_fixed_set-p_fixed_cut)*GPA:.3f} GPa")
print(f"(2/3V) dE/dln(Ecut) = {p_identity*GPA:.3f} GPa")
print("OXYGEN LDA ATOM AND PAW DATASET")
print(f"matching radius {r_match:.2f} bohr")
for name, ch in zip(("2s", "2p"), channels):
    print(f"{name}: occupation {ch['f']}, eigenvalue {ch['eps']*EV:.3f} eV")
    print(f"{name}: Bessel wavevectors {ch['q'][0]:.3f}, {ch['q'][1]:.3f} 1/bohr")
    print(f"{name}: norm defect {ch['defect']:.4f}, <phi|chi> {ch['coupling']*EV:.3f} eV")
    qc = np.sqrt(2 * main_cut)
    print(f"{name}: phi(qc) at 400 eV = {amplitude(ch, np.array([qc]))[0]:.3e} bohr^1.5")
    print(f"{name}: tail per electron at 400 eV = {tail(ch, main_cut)*EV*1e3:.3f} meV")
    print(f"{name}: slope per electron at 400 eV = {tail_slope(ch, main_cut)*EV*1e3:.3f} meV")
print(f"qc at 400 eV = {np.sqrt(2*main_cut):.4f} 1/bohr")
print("per atom, meV: cutoff(eV) tail, direct error, tail slope, direct slope")
for cut, *values in table:
    print(f"{cut} eV: " + ", ".join(f"{x*EV*1e3:.2f}" for x in values))
print(f"window for mean slope: {low*EV:.1f} to {high*EV:.1f} eV")
print(f"mean slope from tail = {mean_tail*EV*1e3:.2f} meV")
print(f"mean slope from direct PAW = {mean_direct*EV*1e3:.2f} meV")
print(f"volume per oxygen atom = {atom_volume*ANG**3:.1f} A^3")
for label, slope in (("local tail slope", table[1][3]),
                     ("local direct slope", table[1][4]),
                     ("mean tail slope", mean_tail),
                     ("mean direct slope", mean_direct)):
    p = slope * to_pressure
    print(f"Pulay pressure, {label}: {p:.4f} GPa = {10*p:.3f} kbar")
print("PASS")
```

Output:

```
CRYSTAL OF GAUSSIAN WELLS
well depth 200 eV, width 0.26 A
lattice constant 2.10 A, k mesh 12^3
cutoff 220 eV, mean plane waves 68.7
high cutoff 800 eV, mean plane waves 476.0
dE/dln(Ecut) = -21.5254 eV
pressure, fixed plane-wave set = -245.651 GPa
pressure, fixed cutoff = -0.297 GPa
pressure, high cutoff = -3.445 GPa
difference set - cutoff = -245.354 GPa
(2/3V) dE/dln(Ecut) = -248.263 GPa
OXYGEN LDA ATOM AND PAW DATASET
matching radius 1.50 bohr
2s: occupation 2, eigenvalue -23.707 eV
2s: Bessel wavevectors 1.422, 3.318 1/bohr
2s: norm defect -0.1269, <phi|chi> -35.373 eV
2s: phi(qc) at 400 eV = 9.981e-05 bohr^1.5
2s: tail per electron at 400 eV = 1.637 meV
2s: slope per electron at 400 eV = -0.318 meV
2p: occupation 4, eigenvalue -9.205 eV
2p: Bessel wavevectors 2.075, 4.179 1/bohr
2p: norm defect 0.2005, <phi|chi> -28.693 eV
2p: phi(qc) at 400 eV = 3.261e-03 bohr^1.5
2p: tail per electron at 400 eV = 33.358 meV
2p: slope per electron at 400 eV = -339.052 meV
qc at 400 eV = 5.4221 1/bohr
per atom, meV: cutoff(eV) tail, direct error, tail slope, direct slope
300 eV: 1350.15, 1324.75, -8359.97, -8055.65
400 eV: 136.71, 136.43, -1356.84, -1358.21
500 eV: 21.25, 20.83, -66.10, -68.55
600 eV: 17.37, 16.91, -28.66, -28.41
window for mean slope: 282.8 to 565.7 eV
mean slope from tail = -2732.25 meV
mean slope from direct PAW = -2660.64 meV
volume per oxygen atom = 20.0 A^3
Pulay pressure, local tail slope: -7.2463 GPa = -72.463 kbar
Pulay pressure, local direct slope: -7.2536 GPa = -72.536 kbar
Pulay pressure, mean tail slope: -14.5918 GPa = -145.918 kbar
Pulay pressure, mean direct slope: -14.2094 GPa = -142.094 kbar
PASS
```
